# Schottky barriers from core levels when the bulk layers are strained: verification in Python

```python
"""
Result under test: barriers of a metal-semiconductor junction from core levels,
    Phi_p = D_M + Delta - D_v,      Phi_n = D_c - D_M - Delta,
D_M   = bulk Fermi level minus metal core level,
D_v,c = bulk valence/conduction edge minus semiconductor core level,
Delta = metal core minus semiconductor core in the interface cell.
Every D must be taken at the strain its layer has in the interface cell.
Part 1: self-consistent layered tight-binding junction; edges found directly
        from the spectrum of a long junction are compared with the formula.
Part 2: strain shifts of the edges, checked by diagonalization/minimization.
Part 3: example, strained Si with a coherent silicide, and neglected effects.
Energies in eV, lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

# ---------------- Part 1: microscopic junction ----------------
D0, AREA0, EPS_BACK = 0.25, 0.15, 4.0       # spacing, area per site, screening
ON_A, ON_B, ON_M = 2.0, -2.0, -0.3          # bare valence site energies
T_S, T2_S, T_M, T2_M, T_INT = 1.5, -0.2, 2.0, 0.15, 1.5
CORE_A, CORE_B, CORE_M = -100.0, -90.0, -60.0
KT_MODEL = 0.07                             # electronic smearing
N_METAL, N_SEMI = 60, 41


def geometry(strain):
    """Normal spacings (semiconductor, metal) and sheet coupling in eV/nm."""
    d_s, d_m = D0 * (1 - 0.78 * strain), D0 * (1 - 1.2 * strain)
    area = AREA0 * (1 + strain) ** 2
    coupling = const.e / (2 * const.epsilon_0 * EPS_BACK * area * 1e-18) * 1e-9
    return d_s, d_m, coupling


def bulk_semiconductor(strain):
    """Self-consistent bulk; returns edges minus core A and B, and U_B-U_A."""
    d_s, _, g = geometry(strain)
    t1, t2 = T_S * (D0 / d_s) ** 2, T2_S * (D0 / d_s) ** 4
    theta = np.pi * np.arange(400) / 400 - np.pi / 2

    def bands(u):
        h = np.zeros((400, 2, 2))
        h[:, 0, 0] = ON_A - u / 2 + 2 * t2 * np.cos(2 * theta)
        h[:, 1, 1] = ON_B + u / 2 + 2 * t2 * np.cos(2 * theta)
        h[:, 0, 1] = h[:, 1, 0] = 2 * t1 * np.cos(theta)
        return np.linalg.eigh(h)

    def mismatch(u):
        vectors = bands(u)[1]
        extra_on_b = 2 * np.mean(vectors[:, 1, 0] ** 2) - 1
        return u - g * d_s * extra_on_b

    u = brentq(mismatch, 0.0, 3.99)
    energy = bands(u)[0]
    top, bottom = energy[:, 0].max(), energy[:, 1].min()
    core_a, core_b = CORE_A - u / 2, CORE_B + u / 2
    return dict(vA=top - core_a, vB=top - core_b,
                cA=bottom - core_a, cB=bottom - core_b, u=u)


def bulk_metal(strain):
    """Bulk Fermi level minus metal core level, one electron per site."""
    d_m = geometry(strain)[1]
    theta = 2 * np.pi * np.arange(800) / 800
    energy = (ON_M + 2 * T_M * (D0 / d_m) ** 2 * np.cos(theta)
              + 2 * T2_M * (D0 / d_m) ** 4 * np.cos(2 * theta))
    fermi = brentq(lambda m: 2 * expit((m - energy) / KT_MODEL).mean() - 1,
                   -10, 10)
    return fermi - CORE_M


def bare_hamiltonian(is_metal, onsite, d_s, d_m):
    same = is_metal[1:] == is_metal[:-1]
    t1 = np.where(is_metal[1:], T_M * (D0 / d_m) ** 2, T_S * (D0 / d_s) ** 2)
    t1 = np.where(same, t1, T_INT)
    t2 = np.where(is_metal[2:], T2_M * (D0 / d_m) ** 4,
                  T2_S * (D0 / d_s) ** 4)
    t2 = np.where(is_metal[2:] == is_metal[:-2], t2, 0.0)
    return (np.diag(onsite) + np.diag(t1, 1) + np.diag(t1, -1)
            + np.diag(t2, 2) + np.diag(t2, -2))


def solve_junction(strain):
    """Metal/semiconductor/metal cell: core levels and directly found edges."""
    d_s, d_m, g = geometry(strain)
    is_metal = np.array([True] * N_METAL + [False] * N_SEMI + [True] * N_METAL)
    semi_on = np.where(np.arange(N_SEMI) % 2 == 0, ON_A, ON_B)
    onsite = np.concatenate([np.full(N_METAL, ON_M), semi_on,
                             np.full(N_METAL, ON_M)])
    half = np.where(is_metal, d_m, d_s) / 2
    x = np.concatenate([[0.0], np.cumsum(half[1:] + half[:-1])])
    kernel = g * np.abs(x[:, None] - x[None, :])
    h0 = bare_hamiltonian(is_metal, onsite, d_s, d_m)
    n_sites = len(x)

    def state(pot):
        e, c = eigh(h0 + np.diag(pot))
        mu = brentq(lambda m: 2 * expit((m - e) / KT_MODEL).sum() - n_sites,
                    e[0] - 5, e[-1] + 5, xtol=1e-13)
        f = expit((mu - e) / KT_MODEL)
        residual = pot - kernel @ (1 - 2 * (c ** 2) @ f)
        return e, c, mu, f, residual

    # starting guess: bulk-like alternation in the semiconductor
    pot = np.where(onsite == ON_A, -bulk_semiconductor(strain)["u"], 0.0)
    current = state(pot)
    for _ in range(60):
        e, c, mu, f, res = current
        if np.abs(res).max() < 1e-7:
            break
        de = e[:, None] - e[None, :]
        slope = -f * (1 - f) / KT_MODEL
        near = np.abs(de) < 1e-5
        ratio = np.where(near, 0.5 * (slope[:, None] + slope[None, :]),
                         (f[:, None] - f[None, :]) / np.where(near, 1.0, de))
        pairs = (c[:, :, None] * c[:, None, :]).reshape(n_sites, -1)
        chi = 2 * (pairs * ratio.ravel()) @ pairs.T
        dos = -chi.sum(axis=1)
        response = chi + np.outer(dos, dos) / dos.sum()   # fixed electron number
        step = np.linalg.solve(np.eye(n_sites) + kernel @ response, -res)
        size = 1.0
        while True:
            trial = state(pot + size * step)
            if (np.linalg.norm(trial[4]) < (1 - 1e-4 * size)
                    * np.linalg.norm(res) or size < 1e-3):
                break
            size /= 2
        pot, current = pot + size * step, trial
    mu = current[2]
    assert np.abs(current[4]).max() < 1e-7, "junction not self-consistent"

    mid = N_METAL + N_SEMI // 2                 # an A site
    m = N_METAL // 2
    core_m = CORE_M + 0.25 * pot[m - 1] + 0.5 * pot[m] + 0.25 * pot[m + 1]
    core_a = CORE_A + pot[mid]
    core_b = CORE_B + 0.5 * (pot[mid - 1] + pot[mid + 1])

    # long junction: repeat the central cell, then read edges from the spectrum
    def lengthen(a):
        return np.concatenate([a[:mid + 1], np.tile([a[mid + 1], a[mid]], 150),
                               a[mid + 1:]])
    long_h = bare_hamiltonian(lengthen(is_metal), lengthen(onsite + pot),
                              d_s, d_m)
    e, c = eigh(long_h)
    centre = len(e) // 2
    weight = (c[centre - 30:centre + 30] ** 2).sum(axis=0)
    inside = weight > 0.05
    return dict(p=mu - e[inside & (e < mu)].max(),
                n=e[inside & (e > mu)].min() - mu,
                A=core_m - core_a, B=core_m - core_b,
                u=0.5 * (pot[mid - 1] + pot[mid + 1]) - pot[mid])


STRAIN = 0.04
semi = {s: bulk_semiconductor(s) for s in (0.0, STRAIN)}
metal = {s: bulk_metal(s) for s in (0.0, STRAIN)}
cell = {s: solve_junction(s) for s in (0.0, STRAIN)}
# tolerance 10 meV: finite metal thickness and finite length of the long junction
TOL = 0.010
print("MODEL JUNCTION (relaxed / 4% in-plane strain)")
for s in (0.0, STRAIN):
    assert abs(cell[s]["u"] - semi[s]["u"]) < TOL      # interior is bulk-like
    print(f"strain {100*s:.0f}%: direct Phi_p, Phi_n = "
          f"{cell[s]['p']:.3f}, {cell[s]['n']:.3f} eV")
    for k in "AB":
        phi_p = metal[s] + cell[s][k] - semi[s]["v" + k]
        phi_n = semi[s]["c" + k] - metal[s] - cell[s][k]
        print(f"  core {k}: formula Phi_p, Phi_n = {phi_p:.3f}, {phi_n:.3f} eV")
        assert abs(phi_p - cell[s]["p"]) < TOL
        assert abs(phi_n - cell[s]["n"]) < TOL
wrong = {k: metal[0.0] + cell[STRAIN][k] - semi[0.0]["v" + k] for k in "AB"}
print(f"relaxed references, strained cell: Phi_p = {wrong['A']:.3f} (A), "
      f"{wrong['B']:.3f} (B) eV")
assert abs(wrong["B"] - cell[STRAIN]["p"]) > 0.05
assert abs(wrong["A"] - wrong["B"]) > 0.05
d_metal = metal[STRAIN] - metal[0.0]
change = cell[STRAIN]["p"] - cell[0.0]["p"]
print(f"strain change: direct Phi_p {change:+.3f}, D_M {d_metal:+.3f} eV")
for k in "AB":
    d_semi = semi[STRAIN]["v" + k] - semi[0.0]["v" + k]
    d_delta = cell[STRAIN][k] - cell[0.0][k]
    print(f"  core {k}: change of D_v {d_semi:+.3f}, of Delta {d_delta:+.3f} eV")
    assert abs(d_metal + d_delta - d_semi - change) < 2 * TOL
half_shift = bulk_semiconductor(STRAIN / 2)["vB"] - semi[0.0]["vB"]
full_shift = semi[STRAIN]["vB"] - semi[0.0]["vB"]
nonlinear = full_shift / (2 * half_shift) - 1
assert abs(nonlinear) < 0.10
print(f"departure of D_v (core B) from linearity: {100*nonlinear:.1f} %")

# ---------------- Part 2: strain shifts of the edges ----------------
B_SHEAR, SPIN_ORBIT, XI_U = -2.2, 0.044, 9.0      # rough values for Si


def normal_strain(in_plane, c12_over_c11):
    return -2 * c12_over_c11 * in_plane


def valence_tops(in_plane, normal):
    """Heavy and light tops relative to the valence average."""
    eta, lam = 2 * B_SHEAR * (normal - in_plane), SPIN_ORBIT
    heavy = lam / 3 - eta / 2
    light = (-lam / 6 + eta / 4
             + 0.5 * np.sqrt(lam ** 2 + lam * eta + 2.25 * eta ** 2))
    return heavy, light


root = 1 / np.sqrt(2)
lx = root * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]], complex)
ly = root * np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]])
lz = np.diag([1, 0, -1]).astype(complex)
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.diag([1, -1]).astype(complex)]
for e_par in (-0.012, -0.003, 0.002, 0.008, 0.02):
    e_nor = normal_strain(e_par, 0.39)
    h6 = sum(SPIN_ORBIT / 3 * np.kron(l, s) for l, s in zip((lx, ly, lz), pauli))
    for l, strain_ii in zip((lx, ly, lz), (e_par, e_par, e_nor)):
        h6 = h6 - 3 * B_SHEAR * strain_ii * np.kron(
            l @ l - 2 / 3 * np.eye(3), np.eye(2))
    assert abs(np.linalg.eigvalsh(h6)[-1]
               - max(valence_tops(e_par, e_nor))) < 1e-12
    best = minimize_scalar(lambda z: 1e4 * (0.5 * (2 * e_par ** 2 + z ** 2)
                           + 0.39 * (e_par ** 2 + 2 * e_par * z)))
    assert abs(best.x - e_nor) < 1e-6

# ---------------- Part 3: example ----------------
A_SI, A_SILICIDE = 0.543, 0.541                   # rough lattice constants
RATIO_SI, RATIO_SILICIDE = 0.39, 0.60             # rough C12/C11
GAP, ALPHA_GAP = 1.12, 1.7                        # rough gap and its volume term
DV0, DM0, DELTA = 89.00, 89.40, 0.09              # round model parameters
ALPHA_V, ALPHA_M = -2.0, -3.0                     # round model parameters


def example(e_s):
    """Strained references and barriers at fixed interface core offset."""
    z_s = normal_strain(e_s, RATIO_SI)
    e_m = (1 + e_s) * A_SI / A_SILICIDE - 1
    z_m = normal_strain(e_m, RATIO_SILICIDE)
    tr_s, tr_m = 2 * e_s + z_s, 2 * e_m + z_m
    heavy, light = valence_tops(e_s, z_s)
    s_v = max(heavy, light) - SPIN_ORBIT / 3
    valleys = XI_U * (np.array([e_s, e_s, z_s]) - tr_s / 3)
    d_v = DV0 + ALPHA_V * tr_s + s_v
    d_c = DV0 + GAP + (ALPHA_V + ALPHA_GAP) * tr_s + valleys.min()
    d_m = DM0 + ALPHA_M * tr_m
    return dict(z_s=z_s, e_m=e_m, z_m=z_m, tr_s=tr_s, tr_m=tr_m, s_v=s_v,
                hl=light - heavy, s_c=valleys.min(),
                split=valleys.max() - valleys.min(), d_v=d_v, d_c=d_c, d_m=d_m,
                p=d_m + DELTA - d_v, n=d_c - d_m - DELTA)


E_S = 0.008
r = example(E_S)
p_relaxed_ref = DM0 + DELTA - DV0
n_relaxed_ref = GAP - p_relaxed_ref
print("EXAMPLE: strained Si with coherent silicide")
print(f"inputs: D_v0 {DV0:.2f}, D_M0 {DM0:.2f}, Delta {DELTA:.2f}, "
      f"gap {GAP:.2f} eV")
print(f"alpha_v {ALPHA_V:.1f}, alpha_c {ALPHA_V+ALPHA_GAP:.1f}, "
      f"alpha_M {ALPHA_M:.1f} eV")
print(f"b {B_SHEAR:.1f}, Xi_u {XI_U:.1f}, spin-orbit {SPIN_ORBIT:.3f} eV")
print(f"lattice constants: Si {A_SI:.3f}, silicide {A_SILICIDE:.3f} nm")
print(f"C12/C11: Si {RATIO_SI:.2f}, silicide {RATIO_SILICIDE:.2f}")
print(f"Si strain: in-plane {100*E_S:.3f}, normal {100*r['z_s']:.3f}, "
      f"trace {100*r['tr_s']:.3f} %")
print(f"silicide strain: in-plane {100*r['e_m']:.3f}, normal "
      f"{100*r['z_m']:.3f}, trace {100*r['tr_m']:.3f} %")
print(f"valence: volume term {ALPHA_V*r['tr_s']:+.4f}, top shift "
      f"{r['s_v']:+.4f} eV")
print(f"light minus heavy top: {r['hl']:+.4f} eV")
print(f"conduction: volume term {(ALPHA_V+ALPHA_GAP)*r['tr_s']:+.4f}, "
      f"valley shift {r['s_c']:+.4f} eV")
print(f"metal volume term: {ALPHA_M*r['tr_m']:+.4f} eV")
print(f"strained D_v {r['d_v']:.4f}, D_c {r['d_c']:.4f}, D_M {r['d_m']:.4f} eV")
print(f"Phi_p {r['p']:.3f}, Phi_n {r['n']:.3f}, gap {r['d_c']-r['d_v']:.3f} eV")
print(f"with relaxed references: Phi_p {p_relaxed_ref:.3f}, "
      f"Phi_n {n_relaxed_ref:.3f} eV")

# neglected effects, n-type layer
q, T = const.e, 300.0
kt = const.k * T / q
eps = 11.7 * const.epsilon_0
M_L, M_T = 0.92, 0.19
doping = 1e23                                     # m^-3
error_n = n_relaxed_ref - r["n"]
print(f"Phi_n error {error_n:+.3f} eV: current factor at 300 K "
      f"{np.exp(abs(error_n)/kt):.1f}")
m_dos = (M_L * M_T ** 2) ** (1 / 3) * const.m_e
nc_two = 2 * 2 * (m_dos * const.k * T / (2 * np.pi * const.hbar ** 2)) ** 1.5
upper = 2 * np.exp(-r["split"] / kt)
nc = nc_two * (1 + upper)
v_n = kt * np.log(nc / doping)
bend = r["n"] - v_n
width = np.sqrt(2 * eps * bend / (q * doping))
field = q * doping * width / eps
assert abs(quad(lambda s: field * (1 - s) * width, 0, 1)[0] - bend) < 1e-9
lowering = np.sqrt(q * field / (4 * np.pi * eps))
# direct maximum of image plus field energy, distance in nm
peak = minimize_scalar(lambda y: q / (16 * np.pi * eps * y * 1e-9)
                       + field * y * 1e-9, bounds=(0.1, 100), method="bounded")
assert abs(peak.fun - lowering) < 1e-6


def tunnel_energy(density):
    return const.hbar / 2 * np.sqrt(density / (M_L * const.m_e * eps))


wkb = quad(lambda s: 2 * width * np.sqrt(2 * M_L * const.m_e * q * bend)
           * (1 - s) / const.hbar, 0, 1)[0]
assert abs(wkb * tunnel_energy(doping) / bend - 1) < 1e-9
more = example(E_S + 0.001)
print(f"NEGLECTED EFFECTS (n-type {doping*1e-6:.0e} cm^-3, {T:.0f} K)")
print(f"depletion width {width*1e9:.1f} nm, peak field {field*1e-8:.3f} MV/cm")
print(f"field / rough breakdown field of 0.3 MV/cm: {field*1e-8/0.3:.2f}")
print(f"image-force lowering {lowering:.4f} eV at {peak.x:.2f} nm")
print(f"potential drop over 2 nm of semiconductor: {field*2e-9:.4f} eV")
print(f"tunnelling energy E00: {1e3*tunnel_energy(doping):.2f} meV; "
      f"at 1e20 cm^-3: {1e3*tunnel_energy(1e26):.1f} meV")
print(f"thermal energy kT: {1e3*kt:.2f} meV")
print(f"doping / effective density of states: {doping/nc:.4f}")
print(f"valley splitting {r['split']:.3f} eV, upper-valley share "
      f"{100*upper/(1+upper):.2f} %")
print(f"gap change for 100 K heating (rough -0.27 meV/K): {-0.27e-3*100:.3f} eV")
print(f"0.1% more strain, Delta fixed: Phi_p {more['p']-r['p']:+.4f}, "
      f"Phi_n {more['n']-r['n']:+.4f} eV")
print(f"gap deficit if semilocal gap is roughly 0.6 eV: {GAP-0.6:.2f} eV")
print("all tests passed")
```

Running it gives:

```
MODEL JUNCTION (relaxed / 4% in-plane strain)
strain 0%: direct Phi_p, Phi_n = 1.138, 0.891 eV
  core A: formula Phi_p, Phi_n = 1.137, 0.891 eV
  core B: formula Phi_p, Phi_n = 1.137, 0.891 eV
strain 4%: direct Phi_p, Phi_n = 1.315, 0.896 eV
  core A: formula Phi_p, Phi_n = 1.313, 0.897 eV
  core B: formula Phi_p, Phi_n = 1.313, 0.897 eV
relaxed references, strained cell: Phi_p = 1.250 (A), 1.433 (B) eV
strain change: direct Phi_p +0.177, D_M -0.065 eV
  core A: change of D_v -0.129, of Delta +0.113 eV
  core B: change of D_v +0.054, of Delta +0.296 eV
departure of D_v (core B) from linearity: 4.1 %
EXAMPLE: strained Si with coherent silicide
inputs: D_v0 89.00, D_M0 89.40, Delta 0.09, gap 1.12 eV
alpha_v -2.0, alpha_c -0.3, alpha_M -3.0 eV
b -2.2, Xi_u 9.0, spin-orbit 0.044 eV
lattice constants: Si 0.543, silicide 0.541 nm
C12/C11: Si 0.39, silicide 0.60
Si strain: in-plane 0.800, normal -0.624, trace 0.976 %
silicide strain: in-plane 1.173, normal -1.407, trace 0.938 %
valence: volume term -0.0195, top shift +0.0518 eV
light minus heavy top: +0.0831 eV
conduction: volume term -0.0029, valley shift -0.0854 eV
metal volume term: -0.0281 eV
strained D_v 89.0323, D_c 90.0316, D_M 89.3719 eV
Phi_p 0.430, Phi_n 0.570, gap 0.999 eV
with relaxed references: Phi_p 0.490, Phi_n 0.630 eV
Phi_n error +0.060 eV: current factor at 300 K 10.3
NEGLECTED EFFECTS (n-type 1e+17 cm^-3, 300 K)
depletion width 76.5 nm, peak field 0.118 MV/cm
field / rough breakdown field of 0.3 MV/cm: 0.39
image-force lowering 0.0382 eV at 1.61 nm
potential drop over 2 nm of semiconductor: 0.0237 eV
tunnelling energy E00: 1.79 meV; at 1e20 cm^-3: 56.6 meV
thermal energy kT: 25.85 meV
doping / effective density of states: 0.0108
valley splitting 0.128 eV, upper-valley share 1.39 %
gap change for 100 K heating (rough -0.27 meV/K): -0.027 eV
0.1% more strain, Delta fixed: Phi_p -0.0074, Phi_n -0.0086 eV
gap deficit if semilocal gap is roughly 0.6 eV: 0.52 eV
all tests passed
```
